\section*{Hall voltage of a 20 nm copper film with free electrons}

\section*{Question}

I have a copper film 20 nm thick, carrying 1 mA, with a field of 1 T perpendicular to its plane. I am asked for the magnitude of the Hall voltage, treating copper as a free-electron metal.

I started from the magnetic force on a drifting electron, but I got stuck at once. To find the drift speed I need the current density, and for that I need the width of the film, which is not given. I also expected to need the time between collisions. Is the problem missing data?

Two further things bother me. The film seems to be thinner than the distance an electron travels between collisions in bulk copper, so can a bulk formula be trusted? And if I measured this voltage on a real strip, would I see the calculated number?

\section*{Answer}

Nothing is missing: the width and the collision time both cancel. I will keep them in the calculation so that you can see where they go.

\subsection*{The transverse field}

Let the strip lie in the $xy$ plane, with thickness $t$ and width $w$ along $y$. The current $I$ flows along $+x$ and the field $B$ points along $+z$. The carriers have charge $-e$, mass $m$ and density $n$. The strip is long and uniform, and the two voltage taps face each other across it, many widths from the current contacts. That distance matters because a metal contact across the end is an equipotential, which forces the transverse field to vanish there.

The current density is
\begin{equation}
J=\frac{I}{wt}=-nev_x ,\qquad\text{so}\qquad v_x=-\frac{J}{ne}.
\end{equation}
The electrons drift along $-x$. If collisions remove their mean momentum in a time $\tau$, the steady state obeys
\begin{equation}
0=-e(\mathbf E+\mathbf v\times\mathbf B)-\frac{m\mathbf v}{\tau}.
\end{equation}
With $\mathbf B$ along $z$, the cross product has components $(\mathbf v\times\mathbf B)_x=v_yB$ and $(\mathbf v\times\mathbf B)_y=-v_xB$. Therefore
\begin{align}
0&=-e(E_x+v_yB)-\frac{mv_x}{\tau},\\
0&=-e(E_y-v_xB)-\frac{mv_y}{\tau}.
\end{align}
Charge cannot leave through the sides, and the taps draw no current. Once the edge charges have stopped changing, $v_y=0$. The two equations then give
\begin{align}
E_x&=-\frac{mv_x}{e\tau}=\frac{m}{ne^2\tau}\,J\equiv\rho J,\\
E_y&=v_xB=-\frac{JB}{ne}.
\end{align}
Collisions set the field along the current. They drop out of the transverse balance because there is no transverse drift for them to slow down.

\subsection*{The voltage, its sign and its size}

The potential difference between the edges is
\begin{equation}
V_H=V(+y)-V(-y)=-E_yw=\frac{JBw}{ne}
=\frac{I}{wt}\,\frac{Bw}{ne}=\frac{IB}{net}.
\end{equation}
This is where the width cancels. At fixed current, a narrower strip has a faster drift and a larger transverse field, but the field acts over a shorter distance.

The sign agrees with the motion of the charges. The magnetic force along $y$ is $+ev_xB$, which is negative because $v_x<0$. Electrons collect at the $-y$ edge, so the $+y$ edge is positive.

Now we need $n$. Copper is face-centred cubic, with four atoms per cube, and the model assigns one conduction electron to each atom. Choosing $a=0.361$ nm for the cube edge as the input of this example,
\begin{equation}
n=\frac{4}{a^3}=\frac{4}{(0.361\times10^{-9}\,\mathrm m)^3}
=8.50\times10^{28}\ \mathrm{m^{-3}}.
\end{equation}
Hence $1/(ne)=7.34\times10^{-11}\ \mathrm{m^3/C}$, and
\begin{equation}
V_H=\frac{(7.34\times10^{-11}\,\mathrm{m^3/C})
(10^{-3}\,\mathrm A)(1\,\mathrm T)}
{20\times10^{-9}\,\mathrm m}
=3.67\times10^{-6}\ \mathrm V .
\end{equation}
The answer to the exercise is about $3.7\ \mu$V.

To see the cancellation in numbers, choose $w=10\ \mu$m. Then $J=5.0\times10^9\ \mathrm{A/m^2}$, the drift speed is $J/(ne)=0.367$ m/s, and the transverse field has magnitude $0.367$ V/m. Multiplying by $10\ \mu$m returns the same voltage.

The thickness does not cancel when $I$ is fixed: $V_H$ varies as $1/t$. For films of 19 and 21 nm the formula gives 3.86 and $3.50\ \mu$V, so an error of 1 nm in the thickness already matters at the 5\% level. If $J$ and $w$ were held fixed instead, $V_H=JBw/(ne)$ would not depend on $t$.

\subsection*{Is the film too thin for this formula?}

Your concern is justified. Counting two spin states for each allowed wavevector inside the Fermi sphere gives $n=k_F^3/(3\pi^2)$, and the Fermi speed is $v_F=\hbar k_F/m=1.57\times10^6$ m/s. A rough room-temperature bulk resistivity of $1.7\ \mu\Omega\,$cm gives $\tau=m/(ne^2\rho)=24.6$ fs. The mean free path is therefore $\lambda=v_F\tau=38.7$ nm, about twice the thickness.

To estimate the effect, suppose that both faces are fully diffuse: an electron leaving a face has forgotten the drift it had before. Grain boundaries are left out.

The occupation is shifted only by the energy an electron has gained from the electric field since its last collision, in the bulk or at a face. Looking back a time $t'$, the chance of no bulk collision since then is $e^{-t'/\tau}$. The mean remembered energy gain is
\begin{equation}
\Delta=-e\sum_jE_j\int_0^{t_s}v_j(-t')e^{-t'/\tau}\,dt',
\end{equation}
where $t_s$ is the time since the electron left a face. The occupation becomes $f_0(\varepsilon-\Delta)\simeq f_0-f_0'\Delta$, where $f_0$ is the equilibrium occupation. The factor $-f_0'$ selects electrons at the Fermi energy. Summing $-ev_i$ over them gives the conductivity
\begin{equation}
\sigma_{ij}=e^2g\left\langle v_i\int_0^{t_s}v_j(-t')
e^{-t'/\tau}\,dt'\right\rangle .
\end{equation}
Here $g$ is the density of states at the Fermi energy, and the average runs over directions and depth. Since $n\propto\varepsilon_F^{3/2}$, we have $g=3n/(2\varepsilon_F)=3n/(mv_F^2)$.

The magnetic force turns the in-plane velocity anticlockwise at the rate $\omega_c=eB/m$, so
\begin{equation}
v_x(-t')=v_x\cos\omega_ct'+v_y\sin\omega_ct' .
\end{equation}
In our case $\omega_c\tau=0.0043$, so we may replace the cosine by 1 and the sine by $\omega_ct'$.

Write $\mu=|v_z|/v_F$, $u=t'/\tau$ and $S=t/(\lambda\mu)$. Directions are spread evenly over the sphere, so $\mu$ is uniform between 0 and 1, while $\langle v_x^2\rangle=\langle v_y^2\rangle=v_F^2(1-\mu^2)/2$ at given $\mu$. In a time $u\tau$ an electron crosses a depth $\lambda\mu u$. Averaged over starting depths, the fraction that has not met a face is $1-u/S$ for $u<S$, and zero beyond. The two integrals over time are
\begin{align}
K_1&=\int_0^S\left(1-\frac uS\right)e^{-u}du\notag\\
&=1-e^{-S}-\frac{1-(1+S)e^{-S}}S
=1-\frac{1-e^{-S}}S,\\
K_2&=\int_0^S\left(1-\frac uS\right)ue^{-u}du\notag\\
&=1-(1+S)e^{-S}-\frac{2-(S^2+2S+2)e^{-S}}S\notag\\
&=1-\frac2S+e^{-S}\left(1+\frac2S\right).
\end{align}
With $\sigma_0=ne^2\tau/m$, the conductivities are
\begin{align}
\sigma_{xx}&=\frac{e^2gv_F^2\tau}{2}\int_0^1(1-\mu^2)K_1\,d\mu
=\sigma_0r_1,\\
\sigma_{yx}&=\frac{e^2gv_F^2\tau}{2}\,\omega_c\tau
\int_0^1(1-\mu^2)K_2\,d\mu
=\sigma_0\omega_c\tau\,r_2,\\
r_k&=\frac32\int_0^1(1-\mu^2)K_k\,d\mu .
\end{align}
In a thick film $S\to\infty$, so $K_1=K_2=1$. Because $\int_0^1(1-\mu^2)d\mu=2/3$, both $r_1$ and $r_2$ become 1, as they should.

In a uniform strip the in-plane electric field is the same at every depth, so the depth-averaged conductivities are the ones we need. Zero net transverse current requires $\sigma_{yx}E_x+\sigma_{yy}E_y=0$, with $\sigma_{yy}=\sigma_{xx}$. To first order in $B$, $E_x=J/\sigma_{xx}$, and
\begin{equation}
E_y=-\frac{\sigma_{yx}}{\sigma_{xx}^2}J
=-\frac{\omega_c\tau}{\sigma_0}\frac{r_2}{r_1^2}J
=-\frac{JB}{ne}\frac{r_2}{r_1^2}.
\end{equation}
For $t/\lambda=0.517$, numerical quadrature gives $r_1=0.530$ and $r_2=0.293$. The unrounded ratio $r_2/r_1^2$ is 1.045. Diffuse faces nearly double the resistivity, to $1.7/0.530=3.21\ \mu\Omega\,$cm, but raise the Hall voltage only to $3.83\ \mu$V.

The effect on $V_H$ is weak at this thickness, where $r_2$ is close to $r_1^2\simeq0.28$. It does not stay weak in much thinner films: at $t=0.1\lambda$ the same integrals give $r_2/r_1^2=1.61$. For $t\gg\lambda$ the near-equality of $r_2$ and $r_1^2$ can be derived. Dropping the exponentially small terms and using $\int_0^1(1-\mu^2)\mu\,d\mu=1/4$, we find $r_1\simeq1-q$ and $r_2\simeq1-2q$, with $q=3\lambda/(8t)$. Thus
\begin{equation}
\frac{r_2}{r_1^2}\simeq\frac{1-2q}{(1-q)^2}
=1-\frac{q^2}{(1-q)^2}.
\end{equation}
The first-order changes cancel. In that thick-film limit the remaining correction is slightly negative; in our thinner film the full integrals make it positive.

Quantum confinement is a separate question. Standing waves across the film have $k_z=j\pi/t$ with integer $j$, and $k_Ft/\pi\simeq86.6$, so about 86 subbands are occupied. With so many, a classical treatment of motion across the film is a reasonable first estimate.

\subsection*{What would a real copper strip show?}

A thickness of 20 nm is relevant to fine copper interconnects, although my $10\ \mu$m width describes a test strip rather than a fine line. The free-electron model is itself an approximation: it assumes a spherical Fermi surface, which real copper does not have. A rough room-temperature bulk Hall coefficient for copper has magnitude $5\times10^{-11}\ \mathrm{m^3/C}$. Using it in place of $1/(ne)$ gives about $2.5\ \mu$V, or 0.68 of the free-electron value. I would not multiply this by the film factor 1.045, because that factor was derived for a spherical Fermi surface. Real films also have grain boundaries, which the resistivity estimate above omits.

Tap alignment can disturb a single reading much more. In the diffuse-film model the field along the strip is $E_x=160$ V/m. If the $+y$ tap sits $\delta=0.1\ \mu$m too far along $+x$, the reading is
\begin{equation}
V_{\rm read}=-E_yw-E_x\delta .
\end{equation}
The second term is $-16.0\ \mu$V. The model then gives $-12.2\ \mu$V at $+1$ T and $-19.9\ \mu$V at $-1$ T. Reversing $B$ changes the sign of $E_y$ but not of $E_x$, so half the difference is
\begin{equation}
\frac{V_{\rm read}(+B)-V_{\rm read}(-B)}2=3.83\ \mu\mathrm V,
\end{equation}
which is the Hall voltage of the film model. Reversing the current instead would not separate the terms, since both are proportional to $J$.

Heating is minor if the film lies on, say, 300 nm of oxide with a rough thermal conductivity of 1.4 W/(m\,K). The heat produced per unit area is $J^2\rho_{\rm film}t=1.60\times10^4\ \mathrm{W/m^2}$. If it flows straight down, the temperature drop across the oxide is this flux times $300$ nm divided by the conductivity, or 3.4 mK. Any temperature rise of the substrate itself would be added to that.

So for the exercise, use $V_H=IB/(net)$ and report $3.7\ \mu$V. For a measurement on copper, the bulk Hall coefficient suggests a smaller voltage, about $2.5\ \mu$V, though the film's surfaces and grain boundaries may change it. Reverse the field to remove the error from misaligned taps.
